# The Clausius–Clapeyron Equation for a Subliming Precursor

## 1. Definitions and conventions

A pure molecular solid (subscript s) is in equilibrium with its own vapour (subscript g) at temperature \(T\) and pressure \(p\). The vapour consists of the same molecules as the solid, and there is no carrier gas until Section 7. The solid neither melts nor decomposes.

All extensive quantities are molar: volume \(v\), entropy \(s\), enthalpy \(h\), chemical potential \(\mu\). The symbol \(\Delta\) means vapour minus solid, so \(\Delta h=h_g-h_s\) is the sublimation enthalpy, positive when sublimation absorbs heat. \(R\) is the gas constant. Units are SI, because atomic units are unnatural for vapour pressures. In \(\ln p\), the pressure is understood to be divided by a fixed reference pressure, which drops out of derivatives and differences.

Three approximations will be made, each marked where it enters:

- **A**: the solid's molar volume is negligible beside the vapour's.
- **B**: the vapour is ideal.
- **C**: the sublimation enthalpy is constant over the temperature interval.

## 2. From equal chemical potentials to the exact slope

With \(n_s\) moles of solid and \(n_g\) moles of vapour, the Gibbs energy is \(G=n_s\mu_s+n_g\mu_g\), surface contributions being neglected. For a pure phase \(\mu\) depends on \(T\) and \(p\) alone. Moving \(dn\) moles from solid to vapour at fixed \(T\) and \(p\) therefore changes \(G\) by

\[
dG=(\mu_g-\mu_s)\,dn .
\]

At equilibrium \(G\) is a minimum. Since both phases are present, \(dn\) may have either sign, and a nonzero bracket would let one of the two signs lower \(G\). Hence

\[
\mu_s(T,p)=\mu_g(T,p). \tag{1}
\]

This condition fixes one pressure for each temperature: the vapour pressure \(p(T)\).

To find its slope we need the differential of \(\mu\). For one mole of a pure phase, \(\mu=u+pv-Ts\), with \(u\) the internal energy, and \(du=T\,ds-p\,dv\). Therefore

\[
d\mu=(T\,ds-p\,dv)+(p\,dv+v\,dp)-(T\,ds+s\,dT)=-s\,dT+v\,dp .
\]

Equation (1) holds at \((T,p)\) and at the neighbouring coexistence point \((T+dT,\,p+dp)\). Subtracting the two equalities gives \(d\mu_s=d\mu_g\), or

\[
-s_s\,dT+v_s\,dp=-s_g\,dT+v_g\,dp
\quad\Rightarrow\quad
\frac{dp}{dT}=\frac{s_g-s_s}{v_g-v_s}=\frac{\Delta s}{\Delta v}.
\]

The entropy can be removed with (1) itself. Because \(\mu=h-Ts\), equal chemical potentials mean \(h_g-Ts_g=h_s-Ts_s\), so \(\Delta s=\Delta h/T\). This gives the Clapeyron equation,

\[
\frac{dp}{dT}=\frac{\Delta h}{T\,\Delta v}. \tag{2}
\]

None of A, B or C has been used.

## 3. Assumptions A and B: the slope of the logarithm

Divide (2) by \(p\) and define the dimensionless volume factor

\[
\Delta Z=\frac{p\,\Delta v}{RT}.
\]

Then \(p\,\Delta v=RT\,\Delta Z\), and

\[
\frac{d\ln p}{dT}=\frac{\Delta h}{T\,p\,\Delta v}=\frac{\Delta h}{RT^2\,\Delta Z}.
\]

Since \(d(1/T)=-dT/T^2\), this is the same as

\[
-R\,\frac{d\ln p}{d(1/T)}=\frac{\Delta h}{\Delta Z}. \tag{3}
\]

The left side is what one reads from a plot of \(\ln p\) against \(1/T\). Call it the apparent enthalpy. Equation (3) is still exact.

**Assumption A** replaces \(\Delta v=v_g-v_s\) by \(v_g\). **Assumption B** replaces \(v_g\) by \(RT/p\). With both, \(\Delta Z=1\) and

\[
\frac{d\ln p}{dT}=\frac{\Delta h}{RT^2}. \tag{4}
\]

This differential form does not need a constant enthalpy: \(\Delta h\) is the value at the temperature where the slope is taken.

To measure the errors of A and B, keep the first correction to the ideal gas, \(v_g=RT/p+B(T)\), where \(B\) is the second virial coefficient. Then

\[
\Delta Z=\frac{p}{RT}\left(\frac{RT}{p}+B-v_s\right)=1+\frac{Bp}{RT}-\frac{v_s p}{RT}. \tag{5}
\]

The second term is the error of B and the third is the error of A. When attraction between vapour molecules dominates, \(B<0\), and both terms lower \(\Delta Z\). The apparent enthalpy then exceeds the true one. Both terms are proportional to \(p\) at a given temperature, so (4) is a low-pressure law.

## 4. Assumption C: the integrated law

Integrating (3) between two temperatures, with \(u=1/T\), gives

\[
\ln\frac{p_2}{p_1}=-\frac1R\int_{1/T_1}^{1/T_2}\frac{\Delta h}{\Delta Z}\,du. \tag{6}
\]

A two-point slope is thus the average of \(\Delta h/\Delta Z\) over \(1/T\). Under A and B the integrand is \(\Delta h\). **Assumption C** takes it outside the integral:

\[
\ln\frac{p_2}{p_1}=-\frac{\Delta h}{R}\left(\frac1{T_2}-\frac1{T_1}\right). \tag{7}
\]

This is the integrated Clausius–Clapeyron equation. For \(T_2>T_1\) the bracket is negative, so a positive \(\Delta h\) gives \(p_2>p_1\), as it must. Solving (7) for the temperature at which the vapour pressure reaches a wanted value \(p_2\) gives

\[
\frac1{T_2}=\frac1{T_1}-\frac{R}{\Delta h}\ln\frac{p_2}{p_1}. \tag{8}
\]

### The cost of a constant enthalpy

Keep A and B, but let the enthalpy vary linearly, \(\Delta h(T)=\Delta h_1+\Delta c_p(T-T_1)\), where \(\Delta h_1=\Delta h(T_1)\) and \(\Delta c_p\) is the constant difference of the molar heat capacities. Integrating (4),

\[
\ln\frac{p_2}{p_1}=\frac{\Delta h_1}{R}\int_{T_1}^{T_2}\frac{dT}{T^2}
+\frac{\Delta c_p}{R}\int_{T_1}^{T_2}\left(\frac1T-\frac{T_1}{T^2}\right)dT .
\]

The first integral is \(1/T_1-1/T_2\). The second is \(\ln(T_2/T_1)+T_1(1/T_2-1/T_1)\). Hence

\[
\ln\frac{p_2}{p_1}=-\frac{\Delta h_1}{R}\left(\frac1{T_2}-\frac1{T_1}\right)
+\frac{\Delta c_p}{R}\,\beta,\qquad
\beta=\ln\frac{T_2}{T_1}+\frac{T_1}{T_2}-1. \tag{9}
\]

With \(x=T_1/T_2\), \(\beta=x-1-\ln x\). Its derivative \(1-1/x\) is negative for \(x<1\) and positive for \(x>1\), so \(\beta\) has its minimum, zero, at \(x=1\). The correction therefore has the sign of \(\Delta c_p\) on both sides of \(T_1\). If \(\Delta c_p<0\), the straight line drawn through \(T_1\) with the local slope overestimates the pressure at both higher and lower temperatures.

For a short step, put \(T_2=T_1(1+\varepsilon)\). Then

\[
\beta=\left(\varepsilon-\frac{\varepsilon^2}{2}\right)+\left(-\varepsilon+\varepsilon^2\right)+O(\varepsilon^3)
=\frac{\varepsilon^2}{2}+O(\varepsilon^3).
\]

The linear terms cancel, and the error of C grows as the square of the temperature step.

## 5. A model precursor

The example is an unnamed model with round parameters. The molecule has mass \(m=300\) u and three equal moments of inertia \(I=2000\ \mathrm{u\,Å^2}\). In the solid, its three translations and three rotations become six harmonic lattice modes at 50 cm\(^{-1}\). Internal vibrations are taken as equal in both phases and cancel in (1).

**Vapour.** Let \(k\) and \(h_P\) be the Boltzmann and Planck constants. The classical partition function of one molecule in volume \(V\) is

\[
q=V\left(\frac{2\pi mkT}{h_P^2}\right)^{3/2}q_{\rm rot},\qquad
q_{\rm rot}=8\pi^2\left(\frac{2\pi IkT}{h_P^2}\right)^{3/2}.
\]

In \(q_{\rm rot}\), \(8\pi^2\) is the volume of orientations and the other factor comes from the three Gaussian integrals over angular momentum; the symmetry number is one. For \(N\) identical molecules the partition function is \(q^N/N!\), which gives \(\mu=-RT\ln(q/N)\). Inserting \(V/N=kT/p\),

\[
\mu_g=RT\ln\frac{p}{p_q}+Bp,\qquad
p_q=kT\left(\frac{2\pi mkT}{h_P^2}\right)^{3/2}q_{\rm rot}.
\]

The term \(Bp\) follows from \((\partial\mu_g/\partial p)_T=v_g=RT/p+B\), with the ideal result recovered as \(p\to0\). The model uses \(B=b-a/(RT)\), with \(b=3.0\times10^{-4}\ \mathrm{m^3/mol}\) and \(a=6.0\ \mathrm{Pa\,m^6/mol^2}\).

**Solid.** Let \(y\) be the quantum of a lattice mode divided by \(kT\). Summing its levels gives \(\sum_n e^{-(n+1/2)y}=1/[2\sinh(y/2)]\). With the binding energy \(E_b=110\) kJ/mol measured from a molecule at rest far away, and a fixed molar volume \(v_s=2.5\times10^{-4}\ \mathrm{m^3/mol}\),

\[
\mu_s=-E_b+6RT\ln[2\sinh(y/2)]+p\,v_s .
\]

**Enthalpies.** The ideal vapour has \(\tfrac32RT\) from translation, \(\tfrac32RT\) from rotation and \(RT\) from \(pv\), in total \(4RT\). For the virial part, \(s=-(\partial\mu/\partial T)_p\) gives \(h=\mu+Ts=\mu-T(\partial\mu/\partial T)_p\), and \(\mu=Bp\) contributes

\[
\left(B-T\frac{dB}{dT}\right)p=\left(b-\frac{2a}{RT}\right)p .
\]

The mean energy of a lattice mode is \(RT\,(y/2)\coth(y/2)\approx RT(1+y^2/12)\) for small \(y\). At low pressure, then,

\[
\Delta h\approx E_b+4RT-6RT\left(1+\frac{y^2}{12}\right)=E_b-2RT-\frac{RT\,y^2}{2}.
\]

At 400 K the first two terms give \(110-2(3.326)=103.35\) kJ/mol; the computed value is 103.29 kJ/mol, lower as the last term requires. Since \(y\propto1/T\), the last term varies as \(1/T\), and differentiation gives \(\Delta c_p\approx-2R+Ry^2/2\). The computed value is \(-16.495\) J/(mol K), or \(-1.984R\). In this model it is negative because six oscillators hold more heat capacity than free translation and rotation at constant pressure. This value belongs to a harmonic solid of fixed volume. A real crystal expands, which adds \(c_p-c_v=Tv_s\alpha^2K\) to the heat capacity of the solid, with \(\alpha\) the volume expansion coefficient and \(K\) the isothermal bulk modulus. For illustration, \(\alpha=2\times10^{-4}\ \mathrm{K^{-1}}\) and \(K=6\) GPa give 24 J/(mol K) at 400 K, more than the whole model value. For real molecular solids, \(|\Delta c_p|\) and the errors of assumption C can therefore be several times larger than those found in Section 6.

## 6. Reading the numbers

The values below are in the numerical output that follows this text, or follow from it and the formulas above. The vapour pressure was found by solving (1) and taking the root at low pressure. With the virial term cut off at \(Bp\), the model has a second root at 400 and 520 K, above 10 MPa, but the vapour volume there would be negative, so it has no physical meaning. The physical vapour pressure at 400 K is 67.55 Pa, and a direct minimization of the total Helmholtz energy of solid and vapour in a closed 1 m\(^3\) box, with the same partition functions, gives the same value. This tests the equilibrium condition (1), not the partition functions. The exact relations (2) and (3) were tested at 300, 400 and 520 K against numerical slopes, with \(B\) and \(v_s\) switched on and off in all four combinations. The enthalpies in these tests came from mean energies, except for the virial part, for which the formula derived in Section 5 was used.

**Enthalpy from two pressures.** The model gives 13.139 Pa at 380 K and 295.80 Pa at 420 K. From (7),

\[
\Delta h=\frac{R\ln(p_2/p_1)}{1/T_1-1/T_2}
=\frac{8.31446\times3.11412}{2.506266\times10^{-4}}\ \mathrm{J/mol}
=103.31\ \mathrm{kJ/mol}.
\]

The true value at 400 K is 103.29 kJ/mol. Most of this small difference arises because the average in (6) is over \(1/T\). For a linear \(\Delta h(T)\), it equals \(\Delta h\) at the mean temperature

\[
\bar T=\frac{\int T\,du}{\int du}=\frac{\ln(T_2/T_1)}{1/T_1-1/T_2}=399.3\ \mathrm{K},
\]

slightly below the midpoint, where \(\Delta h\) is slightly larger.

**Extrapolation from 400 K.** For 300 K, (7) gives

\[
p=67.553\,\exp\!\left[-\frac{103294}{8.31446}\left(\frac1{300}-\frac1{400}\right)\right]\mathrm{Pa}
=67.553\,e^{-10.353}\ \mathrm{Pa}=2.155\times10^{-3}\ \mathrm{Pa}.
\]

The full model gives \(1.969\times10^{-3}\) Pa, so the constant-enthalpy value is 9.5 % too high relative to it. Here \(\beta=0.04565\), and (9) supplies the factor \(\exp(-1.984\times0.04565)=0.913\), which brings the estimate to \(1.968\times10^{-3}\) Pa. At 350 and 450 K the constant-enthalpy errors are 1.87 % and 1.25 %, again both positive.

At 450 K, (9) gives 2102 Pa against 2103.7 Pa in the full model. The remainder can be traced. Let \(p_{\rm id}\) be the pressure obtained from (1) with \(B=v_s=0\). Restoring both terms in (1) gives

\[
\ln\frac{p}{p_{\rm id}}=\frac{(v_s-B)\,p}{RT}. \tag{10}
\]

The model formula gives \(B=-1.30\times10^{-3}\ \mathrm{m^3/mol}\) at 450 K and \(-1.50\times10^{-3}\ \mathrm{m^3/mol}\) at 400 K. The right side of (10) is then \(9\times10^{-4}\) at 450 K and \(4\times10^{-5}\) at 400 K. Their difference accounts for the missing 0.08 %.

**Source temperature.** For a vapour pressure of 10 Pa, (8) gives

\[
\frac1T=\frac1{400}-\frac{8.31446}{103294}\ln\frac{10}{67.553}
=2.65377\times10^{-3}\ \mathrm{K^{-1}},
\]

or \(T=376.82\) K. The full model gives 376.86 K. The line overestimates the pressure and so places the target at a slightly too low temperature. An error of 1 K in the source temperature matters more than this: by (4), the pressure at 400 K changes by \(103294/(8.31446\times400^2)=0.078\), or about 8 %, per kelvin, and near 377 K by about 9 % per kelvin.

**When A and B begin to matter.** At 400 K the vapour's molar volume is 49.2 m\(^3\)/mol, and \(\Delta Z\) differs from one by \(4\times10^{-5}\). At 520 K the vapour pressure is 84.4 kPa, and (5) becomes

\[
\Delta Z=1-0.0212-0.0049=0.9739 .
\]

The true enthalpy is 101.08 kJ/mol, but the apparent one is \(101.08/0.9739=103.79\) kJ/mol, 2.7 % higher than the true value. Non-ideality supplies about four fifths of the departure of \(\Delta Z\) from one, and the solid volume the rest.

The true enthalpy is 2.2 kJ/mol lower at 520 K than at 400 K, while the apparent enthalpy is 0.5 kJ/mol higher. The apparent enthalpy does not rise steadily between these temperatures. It first falls with \(\Delta h\), and rises only in the upper part of the interval, where the pressure is high enough for the falling \(\Delta Z\) in (3) to take over. Similar slopes at two temperatures are therefore no proof that the enthalpy is constant.

## 7. Use with a carrier gas, and limits

Suppose an inert gas raises the total pressure to \(P\). Assume that it does not dissolve in the solid, that the gas mixture is ideal, and that the vapour is saturated. The solid now feels \(P\), while the precursor's chemical potential in the gas depends on its partial pressure \(p'\). With \(p\) the vapour pressure without carrier gas, equality of the chemical potentials before and after adding the gas requires equal changes in both phases:

\[
v_s(P-p)=RT\ln\frac{p'}{p}
\quad\Rightarrow\quad
p'=p\,\exp\!\left[\frac{v_s(P-p)}{RT}\right].
\]

In this approximation the carrier gas slightly raises the equilibrium partial pressure. The size follows from the output: at 520 K, \(v_s\) times 84.4 kPa divided by \(RT\) is 0.0049, so an excess pressure \(P-p\) of that size raises \(p'\) by about 0.5 % through the solid's volume. This is the contribution of the solid alone, not a prediction of the total change. The ideal-mixture assumption leaves out the non-ideality of the gas. For a precursor dilute in the carrier, this adds about \((B_{cc}-2B_{cp})P/(RT)\) to \(\ln(p'/p)\), where \(B_{cc}\) is the second virial coefficient of the carrier and \(B_{cp}\) the carrier–precursor cross coefficient. Like the solid's term, it scales with the total pressure \(P\), so it can be of the same size even at temperatures where the pure vapour is nearly ideal. If the gas flows too fast to saturate, the delivered partial pressure is set by the rates of sublimation and transport and lies below \(p'\).

Equation (7) must not be carried across a melting point or a solid–solid transition with latent heat, because \(\Delta h\) jumps there. Each phase needs its own enthalpy, and the pressures are joined at the transition, where the chemical potentials of the two condensed phases are equal. If an appreciable fraction of the molecules associates or dissociates in the saturated vapour, \(RT/p\) is no longer the vapour volume per mole of precursor, and (4) fails as written, even when the pressure is low. If the solid decomposes, (1) no longer describes the measured pressure.

## Numbers as computed

```
gas constant R = 8.31446 J/(mol K)
model molecular mass = 300 u
model moment of inertia (all three) = 2000 u angstrom^2
lattice modes: 6 at 50 cm^-1
binding energy at potential minimum = 110.0 kJ/mol
solid molar volume = 2.50e-04 m^3/mol
virial b = 3.00e-04 m^3/mol
virial a = 6.00 Pa m^6/mol^2
box test: volume 1.0 m^3, amount 0.040 mol
box test: pressure at free-energy minimum = 67.5526 Pa
box test: pressure from equal potentials = 67.5526 Pa
400 K: vapour pressure = 67.553 Pa
400 K: vapour molar volume = 49.231 m^3/mol
400 K: B = -1.5041e-03 m^3/mol
400 K: B p/(RT) = -3.055e-05
400 K: v_s p/(RT) = 5.078e-06
400 K: dz = 0.999964
400 K: true dh = 103.294 kJ/mol
400 K: -R dlnp/d(1/T) = 103.298 kJ/mol
520 K: vapour pressure = 84426 Pa
520 K: vapour molar volume = 0.050123 m^3/mol
520 K: B = -1.0878e-03 m^3/mol
520 K: B p/(RT) = -2.124e-02
520 K: v_s p/(RT) = 4.882e-03
520 K: dz = 0.973877
520 K: true dh = 101.081 kJ/mol
520 K: -R dlnp/d(1/T) = 103.793 kJ/mol
vapour pressure at 380 K = 13.1386 Pa
vapour pressure at 420 K = 295.7976 Pa
ln(p2/p1) for these two points = 3.11412
1/T1 - 1/T2 for these two points = 2.506266e-04 1/K
two-point enthalpy = 103.310 kJ/mol
average of dh/dz over 1/T = 103.310 kJ/mol
heat-capacity change at 400 K = -16.495 J/(mol K)
heat-capacity change / R = -1.9839
300 K from 400 K: bracket = 0.04565
300 K: full model p = 0.0019686 Pa
300 K: constant-dh p = 0.002155 Pa
300 K: constant-dh error = 9.47 %
300 K: p with heat-capacity term = 0.0019684 Pa
350 K from 400 K: bracket = 0.00933
350 K: full model p = 0.7846 Pa
350 K: constant-dh p = 0.79928 Pa
350 K: constant-dh error = 1.87 %
350 K: p with heat-capacity term = 0.78463 Pa
450 K from 400 K: bracket = 0.00667
450 K: full model p = 2103.7 Pa
450 K: constant-dh p = 2130 Pa
450 K: constant-dh error = 1.25 %
450 K: p with heat-capacity term = 2102 Pa
target vapour pressure = 10.0 Pa
temperature for target, constant dh = 376.823 K
temperature for target, full model = 376.864 K
```
